# Quantised interface polar mode: remote coupling and channel mobility

## What symmetry and dimensions fix

An electron in a channel at $z=-d$ feels the polar vibrations of an oxide that fills $z>0$. The channel, $z<0$, is non-polar and has a constant permittivity $\varepsilon_c$. The interface is a sharp plane of area $A$, so in-plane translation symmetry labels the vibrations by an in-plane wave vector $\mathbf q$. Without retardation the potential in the charge-free channel obeys Laplace's equation, so it varies there as $e^{i\mathbf q\cdot\mathbf r}e^{qz}$. The squared coupling therefore carries the factor $e^{-2qd}$.

Let $M_{\mathbf q}$ be the coupling energy for one vibrational quantum of frequency $\omega_S$. The electron charge enters it once, and the zero-point variance of a harmonic mode is proportional to $\hbar$ and inversely proportional to its inertia, hence to $A$. The remaining length can only be $1/q$, because two half-spaces have no thickness. In ordinary units, with vacuum permittivity $\epsilon_v$,

$$|M_{\mathbf q}|^2=\frac{e^2}{4\pi\epsilon_v}\,\frac{\hbar\omega_S}{Aq}\,e^{-2qd}\,F(\varepsilon_c,\varepsilon_\infty,\varepsilon_0).$$

Here $\varepsilon_\infty$ and $\varepsilon_0$ are the high-frequency and static permittivities of the oxide. Relative permittivities appear in electrostatics only in products with $\epsilon_v$, so $F$ scales as an inverse permittivity. It must vanish when $\varepsilon_0=\varepsilon_\infty$, since the lattice then carries no dipole. These conditions do not determine $F$: the bulk combination $1/\varepsilon_\infty-1/\varepsilon_0$ satisfies them too. Both derivations below give

$$F=2\pi\Delta,\qquad \Delta=\frac1{\varepsilon_\infty+\varepsilon_c}-\frac1{\varepsilon_0+\varepsilon_c}.$$

This is a difference of inverses of sums. In a difference of sums of inverses, $\varepsilon_c$ would cancel. It is the squared coupling, not its amplitude, that is proportional to $\Delta$, and $\omega_S$ also depends on the permittivities.

From here on the algebra uses atomic units, $\hbar=e=m_e=4\pi\epsilon_v=1$, and the electron has charge $-1$.

## First derivation: quantising the lattice motion

Let $\mathbf P$ be the ionic polarisation. The electronic polarisation follows the field instantly and is contained in $\varepsilon_\infty$, so $\mathbf D=\varepsilon_\infty\mathbf E+4\pi\mathbf P$. For one undamped, dispersionless transverse frequency $\omega_T$,

$$\frac{\ddot{\mathbf P}}{\chi\omega_T^2}=-\frac{\mathbf P}{\chi}+\mathbf E,\qquad 4\pi\chi=\varepsilon_0-\varepsilon_\infty. \tag{1}$$

At frequency $\omega$ this gives $\mathbf P=\chi\omega_T^2\mathbf E/(\omega_T^2-\omega^2)$, and therefore

$$\varepsilon(\omega)=\varepsilon_\infty+\frac{(\varepsilon_0-\varepsilon_\infty)\omega_T^2}{\omega_T^2-\omega^2}. \tag{2}$$

**Which modes reach the channel.** There are three cases for $q>0$.

- If $\omega=\omega_T$, equation (1) requires $\mathbf E=0$ in the oxide. The potential is zero there, and by continuity it is zero in the channel.
- If $\varepsilon(\omega)=0$, the normal component of $\mathbf D$ vanishes on the oxide side. The channel potential, proportional to $e^{qz}$, must then have zero slope at $z=0$, so it vanishes.
- Otherwise $\nabla\cdot(\varepsilon\nabla\phi)=0$ makes $\phi$ harmonic on both sides, $\phi\propto e^{-q|z|}$. Continuity of $D_z$ requires $\varepsilon(\omega)+\varepsilon_c=0$, which has one positive solution.

One mode per $\mathbf q$ thus couples to the channel.

**Its field.** In this mode $\mathbf P$ is proportional to the gradient of a harmonic function:

$$\mathbf P=-\nabla\psi,\qquad \psi=\sum_{\mathbf q}a_{\mathbf q}e^{i\mathbf q\cdot\mathbf r-qz}\quad(z>0),\qquad a_{-\mathbf q}=a_{\mathbf q}^*.$$

There is no bulk charge, because $\nabla^2\psi=0$. At the interface $P_z$ jumps from zero to $qa_{\mathbf q}$, and $\rho=-\nabla\cdot\mathbf P$ gives the surface charge $\sigma_{\mathbf q}=-qa_{\mathbf q}$. With $\phi=\phi_{\mathbf q}e^{-q|z|}$, the background displacement is $\varepsilon_\infty q\phi_{\mathbf q}$ just above the plane and $-\varepsilon_cq\phi_{\mathbf q}$ just below it. Their difference is $4\pi\sigma_{\mathbf q}$, so

$$\phi_{\mathbf q}=\frac{4\pi\sigma_{\mathbf q}}{q(\varepsilon_\infty+\varepsilon_c)}=-\frac{4\pi a_{\mathbf q}}{\varepsilon_\infty+\varepsilon_c}. \tag{3}$$

Inside the oxide $\phi=-4\pi\psi/(\varepsilon_\infty+\varepsilon_c)$, hence $\mathbf E=-\nabla\phi=-4\pi\mathbf P/(\varepsilon_\infty+\varepsilon_c)$. Equation (1) becomes $\ddot{\mathbf P}=-\omega_S^2\mathbf P$ with

$$\omega_S^2=\omega_T^2\left[1+\frac{\varepsilon_0-\varepsilon_\infty}{\varepsilon_\infty+\varepsilon_c}\right]=\omega_T^2\,\frac{\varepsilon_0+\varepsilon_c}{\varepsilon_\infty+\varepsilon_c}. \tag{4}$$

The depolarising field opposes $\mathbf P$ and stiffens the mode.

**Its inertia.** The kinetic energy belonging to (1) is $\int\dot{\mathbf P}^2/(2\chi\omega_T^2)$. The in-plane and normal components of the gradient each contribute $q^2|\dot a_{\mathbf q}|^2e^{-2qz}$, and $\int_0^\infty e^{-2qz}dz=1/(2q)$. Thus

$$T_{\rm kin}=\frac12\sum_{\mathbf q}I_q|\dot a_{\mathbf q}|^2,\qquad I_q=\frac{Aq}{\chi\omega_T^2}.$$

**Quantisation.** The amplitudes at $\mathbf q$ and $-\mathbf q$ are not independent. Write $a_{\mathbf q}=x+iy$. The pair has kinetic energy $I_q(\dot x^2+\dot y^2)$, which describes two real oscillators of mass $2I_q$. With their lowering operators $c_1,c_2$,

$$x=\frac{c_1+c_1^\dagger}{\sqrt{4I_q\omega_S}},\qquad y=\frac{c_2+c_2^\dagger}{\sqrt{4I_q\omega_S}}.$$

Setting $b_{\pm\mathbf q}=(c_1\pm ic_2)/\sqrt2$ gives $b_{\mathbf q}+b_{-\mathbf q}^\dagger=(c_1+c_1^\dagger+ic_2+ic_2^\dagger)/\sqrt2$, so

$$a_{\mathbf q}=\frac{b_{\mathbf q}+b_{-\mathbf q}^\dagger}{\sqrt{2I_q\omega_S}}.$$

The electron's energy is $-\phi(\mathbf r,-d)$. The two minus signs cancel, and

$$H_{\rm int}=\sum_{\mathbf q}M_qe^{i\mathbf q\cdot\mathbf r}(b_{\mathbf q}+b_{-\mathbf q}^\dagger),\qquad M_q=\frac{4\pi e^{-qd}}{(\varepsilon_\infty+\varepsilon_c)\sqrt{2I_q\omega_S}}. \tag{5}$$

Squaring, inserting $I_q$ and then $\chi=(\varepsilon_0-\varepsilon_\infty)/4\pi$,

$$M_q^2=\frac{8\pi^2\chi\,\omega_T^2e^{-2qd}}{Aq\,\omega_S(\varepsilon_\infty+\varepsilon_c)^2}=\frac{2\pi(\varepsilon_0-\varepsilon_\infty)\omega_T^2e^{-2qd}}{Aq\,\omega_S(\varepsilon_\infty+\varepsilon_c)^2}.$$

By (4), $\omega_T^2=\omega_S^2(\varepsilon_\infty+\varepsilon_c)/(\varepsilon_0+\varepsilon_c)$. The permittivities then combine to $(\varepsilon_0-\varepsilon_\infty)/[(\varepsilon_\infty+\varepsilon_c)(\varepsilon_0+\varepsilon_c)]=\Delta$, and

$$\boxed{M_q^2=\frac{2\pi\omega_S}{Aq}\,\Delta\,e^{-2qd}} \tag{6}$$

## Second derivation: matching the response to a charge

Place a weak oscillating electron density $n_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}$, plus its complex conjugate, in the plane $z=-d$. The potential energy it produces for another electron in that plane can be computed in two ways.

**Electrostatics.** Between the source and the interface the potential is proportional to $e^{-q(z+d)}+re^{-qd}e^{qz}$. In the oxide it is $te^{-qd}e^{-qz}$. Continuity of $\phi$ and $D_z$ requires $1+r=t$ and $\varepsilon_c(1-r)=\varepsilon t$, so

$$r=\frac{\varepsilon_c-\varepsilon}{\varepsilon_c+\varepsilon}=-1+\frac{2\varepsilon_c}{\varepsilon_c+\varepsilon}.$$

The direct potential energy per unit $n_{\mathbf q}$ is $2\pi/(q\varepsilon_c)$; it is positive because both charges are negative. With the reflected part,

$$G(q,\omega)=\frac{2\pi}{q\varepsilon_c}(1-e^{-2qd})+\frac{4\pi}{q}\,\frac{e^{-2qd}}{\varepsilon_c+\varepsilon(\omega)}. \tag{7}$$

Equations (2) and (4) give $\varepsilon(\omega)+\varepsilon_c=(\varepsilon_\infty+\varepsilon_c)(\omega_S^2-\omega^2)/(\omega_T^2-\omega^2)$. Write $\omega_T^2-\omega^2=(\omega_S^2-\omega^2)-(\omega_S^2-\omega_T^2)$ and use $(\omega_S^2-\omega_T^2)/(\varepsilon_\infty+\varepsilon_c)=\omega_S^2\Delta$, which follows from (4). Then

$$\frac1{\varepsilon_c+\varepsilon(\omega)}=\frac1{\varepsilon_\infty+\varepsilon_c}-\Delta\,\frac{\omega_S^2}{\omega_S^2-\omega^2}. \tag{8}$$

The first term is electronic. The second is the lattice response, and $\Delta$ is its static strength.

**Quantum oscillator.** Suppose the lattice part comes from one boson mode coupled as in (5), with real but unknown $M_q$. The source multiplies both $b_{\mathbf q}^\dagger$ and $b_{-\mathbf q}$ in the Hamiltonian by $AM_qn_{\mathbf q}$. Heisenberg's equations are

$$i\dot b_{\mathbf q}=\omega_Sb_{\mathbf q}+AM_qn_{\mathbf q},\qquad i\dot b_{-\mathbf q}^\dagger=-\omega_Sb_{-\mathbf q}^\dagger-AM_qn_{\mathbf q}.$$

Let $B=b_{\mathbf q}+b_{-\mathbf q}^\dagger$ and $C=b_{\mathbf q}-b_{-\mathbf q}^\dagger$. The sum gives $i\dot B=\omega_SC$, and the difference gives $i\dot C=\omega_SB+2AM_qn_{\mathbf q}$. Eliminating $C$, $-\ddot B=\omega_S^2B+2A\omega_SM_qn_{\mathbf q}$. At frequency $\omega$ the induced potential energy is

$$M_q\langle B\rangle=-\frac{2A\omega_SM_q^2}{\omega_S^2-\omega^2}\,n_{\mathbf q}.$$

Equating this with the lattice part of (7) gives $2A\omega_SM_q^2=(4\pi/q)e^{-2qd}\Delta\,\omega_S^2$, which is (6).

## What each derivation assumes

Both assume sharp half-spaces, linear response, no damping and $q\gg\omega_S/c$, where $c$ is the speed of light. The first starts from an equation of motion for $\mathbf P$. In return it gives the polarisation pattern and shows that the other lattice modes do not couple. The second needs no pattern or inertia. It takes $\varepsilon(\omega)$ as given and assumes that its single pole in (8) is one boson. That route carries over to a layered stack, where a different reflection factor $r$ replaces the one above and each undamped pole supplies its own strength. Damping turns the pole into a broadened spectrum, and (6) no longer describes one sharp quantum.

The static limit has a direct meaning. For a fixed electron, completing the square in each oscillator lowers the energy by

$$\sum_{\mathbf q}\frac{M_q^2}{\omega_S}=\frac{A}{2\pi}\int_0^\infty q\,dq\,\frac{2\pi\Delta}{Aq}e^{-2qd}=\frac{\Delta}{2d}. \tag{9}$$

This is the lattice part of the image energy. An electron has image energy $(\varepsilon_c-\varepsilon)/[4d\varepsilon_c(\varepsilon_c+\varepsilon)]$, and its value for $\varepsilon_0$ minus that for $\varepsilon_\infty$ is $-\Delta/(2d)$. The divergence at $d\to0$ belongs to a fixed point charge. If an electron initially at rest can move in the plane, recoil replaces the denominator $\omega_S$ in (9) by $\omega_S+q^2/2m$ in second order, where $m$ is its mass, and the sum stays finite even at $d=0$.

If $\varepsilon_0\to\infty$ at fixed $\omega_T$, $\Delta$ saturates at $1/(\varepsilon_\infty+\varepsilon_c)$ while $\omega_S$ continues to grow. For large $\varepsilon_c$, $\Delta\approx(\varepsilon_0-\varepsilon_\infty)/\varepsilon_c^2$: the channel screens the mode.

## From coupling to mobility

Consider a thin, nondegenerate, parabolic electron sheet of mass $m$. Let it have a Maxwell distribution at the phonon temperature $T$, measured as an energy, drifting with small velocity $\mathbf v$. This form is an assumption, not a solution of the Boltzmann equation. Used as a trial distribution in the variational principle for that equation, it gives a lower bound on the mobility. Screening by the carriers is neglected. Both restrict the result to low sheet density $n$. For the parameters of the worked case below, degeneracy sets in near $n=mT/\pi\approx2\times10^{12}$ cm$^{-2}$, and at $10^{12}$ cm$^{-2}$ the static screening wave vector $2\pi n/(\varepsilon_cT)\approx0.03$ Å$^{-1}$ is already about half the typical momentum transfer.

In the drifting frame, the probability density that adding momentum $\mathbf q$ costs energy $\Omega$ is $S(q,\Omega)=\langle\delta(qk_\parallel/m+q^2/2m-\Omega)\rangle$. The component $k_\parallel$ along $\mathbf q$ is Gaussian with variance $mT$, and the delta function supplies a factor $m/q$:

$$S(q,\Omega)=\sqrt{\frac{m}{2\pi T}}\,\frac1q\exp\!\left[-\frac{m(\Omega-q^2/2m)^2}{2Tq^2}\right].$$

Comparing exponents gives $S(q,-\Omega)=e^{-\Omega/T}S(q,\Omega)$.

Absorption adds $\mathbf q$ and, in the drifting frame, the energy $w=\omega_S-\mathbf q\cdot\mathbf v$. Emission removes both. With the Bose number $N=1/(e^{\omega_S/T}-1)$, the golden rule gives the momentum change per electron

$$\dot{\mathbf p}=\sum_{\mathbf q}\mathbf q\,2\pi M_q^2S(q,w)\left[N-(N+1)e^{-w/T}\right].$$

Since $N+1=Ne^{\omega_S/T}$, the bracket is $N(1-e^{\mathbf q\cdot\mathbf v/T})\approx-N\mathbf q\cdot\mathbf v/T$. It is already linear in $\mathbf v$, so $S$ may be taken at $\omega_S$. The angular average of $\mathbf q(\mathbf q\cdot\mathbf v)$ is $q^2\mathbf v/2$. Writing $\dot{\mathbf p}=-m\gamma\mathbf v$ and inserting (6),

$$\gamma=\frac{\pi N\omega_S\Delta}{mT}\int_0^\infty dq\,q^2e^{-2qd}S(q,\omega_S),\qquad \mu=\frac1{m\gamma}. \tag{10}$$

This mobility $\mu$ contains remote-phonon scattering alone.

## A worked case

Take round model parameters: $\varepsilon_c=12$, $\varepsilon_\infty=5$, $\varepsilon_0=22$, $\omega_T=0.040$ eV, $T=0.025$ eV, $m=0.2$ and $d=10$ Å. Then

$$\omega_S=0.040\sqrt{34/17}=0.0566\ \text{eV},\qquad \Delta=\frac1{17}-\frac1{34}=0.0294.$$

The bulk factor would be $0.1545$, too large by a factor of $5.25$. For a fixed electron the relaxation energy (9) is $0.02118$ eV. Combining (6) and (9), $AM_q^2=(2\pi/q)(2d)\,\omega_S(\Delta/2d)e^{-2qd}$. At $q=0.05$ Å$^{-1}$ this is

$$\frac{2\pi}{0.05}\times20\times0.05657\times0.02118\times e^{-1}=1.11\ \text{eV}^2\,\text{Å}^2.$$

A diagonalisation of the oxide polarisation on a grid, which does not presuppose the mode pattern, gives the same value to better than $0.1\%$. It finds one coupled mode among 512.

Equation (10) gives $\gamma=0.00569$ eV. The mobility, expressed as the area $\hbar\mu/e$, is about $6700$ Å$^2$, or $1.0\times10^3$ cm$^2$/(V s). The bound is not tight here: the linearised Boltzmann equation with the same golden-rule rates gives about $3.1\times10^3$ cm$^2$/(V s). The golden rule itself is also only a rough estimate. The ratio $\gamma/\omega_S=0.10$ is an average over all electrons, most of which have too little energy to emit. An electron just above the emission threshold leaves its state at a rate of about $0.03$ eV, which is half of $\omega_S$ and larger than $T$. A separate sum over initial energies and scattering angles confirms $\gamma$ under the same assumptions.

That sum also separates the processes: emission contributes $0.00582$ eV and absorption $-0.00014$ eV. The negative sign is possible because a transition from $k$ to $k'$ at angle $\theta$ contributes in proportion to $k^2-kk'\cos\theta$. Absorption has $k'>k$, so forward scattering increases the momentum. With an angle-independent coupling the cosine would average to zero and the contribution would be positive; the factor $e^{-2qd}/q$ favours small angles and here reverses the sign.

**Distance.** At $d=5$, $10$ and $20$ Å, $\gamma$ is $0.0113$, $0.0057$ and $0.0017$ eV. By (10), $-\tfrac12\,d\ln\gamma/dd$ is the mean of $q$ weighted by the integrand. Its value is $\ln(0.01133/0.00569)/10=0.069$ Å$^{-1}$ averaged over the first interval and $\ln(0.00569/0.00170)/20=0.060$ Å$^{-1}$ over the second. The mean falls with $d$ because its derivative is $-2$ times the variance of $q$. Both values far exceed $\omega_S/c=2.9\times10^{-5}$ Å$^{-1}$, as the unretarded treatment requires.

**Permittivity and frequency.** Lowering $\varepsilon_0$ to $11$ at fixed $\omega_T$ reduces $\omega_S\Delta$ to $0.43$ of its base value, but $\gamma$ only to $0.69$. The remaining factor in (10) depends on the oxide through $\omega_S$ alone; it rises by a factor of $1.6$ as $\omega_S$ drops to $0.0465$ eV. Halving $\omega_T$ instead leaves $\Delta$ unchanged and halves the squared coupling, yet $\gamma$ doubles to $0.0117$ eV. In (10) the integral is almost unchanged, while $N$ rises by a factor of $4.1$: the softer mode is more populated, and by detailed balance the same factor describes its easier emission. In this model, therefore, $\Delta$ alone does not rank oxides by mobility; $\omega_S$ is needed as well. These factors belong to the drifted-Maxwell bound, whose tightness varies from case to case. The inverse Boltzmann mobility changes in the same directions but by different amounts: it falls only to $0.87$ of its base value for $\varepsilon_0=11$, rises by a factor of $4.2$ when $\omega_T$ is halved, and changes by factors of $2.2$ and $0.24$ at $d=5$ and $20$ Å.

## Table of computed values

```
channel permittivity eps_c = 12.0
oxide permittivities eps_inf, eps_0 = 5.0, 22.0
transverse energy w_t = 0.0400 eV
thermal energy T = 0.0250 eV
electron distance d = 10.0 angstrom
effective mass m = 0.20 electron masses
interface energy w_s = 0.05657 eV
bulk longitudinal energy = 0.08390 eV
1/(eps_inf+eps_c) = 0.058824
1/(eps_0+eps_c) = 0.029412
Delta = 0.029412
bulk factor 1/eps_inf-1/eps_0 = 0.154545
bulk factor / Delta = 5.2545
retardation scale w_s/c = 2.867e-05 1/angstrom
q = 0.05 1/angstrom:
  A|M|^2 formula = 1.10755 eV^2 angstrom^2
  A|M|^2 all-mode grid = 1.10746 eV^2 angstrom^2
  interface energy on grid = 0.05657 eV
q = 0.10 1/angstrom:
  A|M|^2 formula = 0.20372 eV^2 angstrom^2
  A|M|^2 all-mode grid = 0.20359 eV^2 angstrom^2
  interface energy on grid = 0.05657 eV
grid modes: transverse 256, longitudinal 255, interface 1
relaxation energy, mode sum = -0.021176 eV
image-energy difference = -0.021176 eV
Bose number N = 0.11615
absorption part of gamma = -1.3611e-04 eV
emission part of gamma = 5.8240e-03 eV
gamma from q integral = 5.6879e-03 eV
gamma / w_s = 0.10055
[base] w_s = 0.05657 eV, Delta = 0.029412
  gamma = 5.6879e-03 eV, hbar mu/e = 6698.4 angstrom^2
[d = 5 A] w_s = 0.05657 eV, Delta = 0.029412
  gamma = 1.1328e-02 eV, hbar mu/e = 3363.3 angstrom^2
[d = 20 A] w_s = 0.05657 eV, Delta = 0.029412
  gamma = 1.6986e-03 eV, hbar mu/e = 22430.2 angstrom^2
[eps_0 = 11] w_s = 0.04653 eV, Delta = 0.015345
  gamma = 3.8975e-03 eV, hbar mu/e = 9775.5 angstrom^2
[w_t = 0.020 eV] w_s = 0.02828 eV, Delta = 0.029412
  gamma = 1.1680e-02 eV, hbar mu/e = 3262.1 angstrom^2
base mobility = 1017.7 cm^2/(V s)
```
